# Zero-Point Energy and the Barrier for Proton Hopping in an Oxide

## Problem

A hydrogen atom in an amorphous oxide semiconductor is bound to one oxygen atom and can hop to a neighbouring one. At the starting minimum its O-H stretch has the harmonic wavenumber \(\tilde\nu_s=3400\ \mathrm{cm^{-1}}\). At the saddle between the two sites this mode has become the reaction coordinate: the potential curves downward along it. All other modes keep their wavenumbers.

The classical barrier \(V_b\) is the potential energy at the saddle minus that at the minimum.

(a) Estimate by scaling how much the zero-point energy changes the barrier.

(b) Find the change in the harmonic approximation, with its sign.

(c) For \(V_b=1.0\) eV, find what this does to the hop rate and to its Arrhenius slope at 600 K, an annealing temperature, and at 300 K, a temperature of use.

(d) Find how far the answer to (b) moves if the bends do change, or if the bond is not harmonic.

Take the lattice as rigid, so that the hydrogen atom, of mass \(m\), has three modes. Where they are needed, the two bends have wavenumbers 900 and 700 \(\mathrm{cm^{-1}}\), and the downward curvature at the saddle corresponds to \(1000i\ \mathrm{cm^{-1}}\). These are rough round values.

## First estimate by scaling

Near the minimum the potential along the stretch is \(\tfrac12Kq^2\), where \(q\) is the displacement and \(K\) the spring constant. The zero-point energy can depend on \(\hbar\), \(m\) and \(K\). Try \(E\sim\hbar^{\alpha}m^{\beta}K^{\gamma}\). The units are

\[
[\hbar]=\mathrm{kg\,m^2\,s^{-1}},\qquad [K]=\mathrm{kg\,s^{-2}},\qquad [E]=\mathrm{kg\,m^2\,s^{-2}} .
\]

Metres require \(2\alpha=2\), so \(\alpha=1\). Seconds require \(-\alpha-2\gamma=-2\), so \(\gamma=\tfrac12\). Kilograms require \(\alpha+\beta+\gamma=1\), so \(\beta=-\tfrac12\). Hence

\[
E\sim\hbar\sqrt{K/m}=\hbar\omega_s=hc\tilde\nu_s\equiv\varepsilon .
\]

With \(hc=1.2398\times10^{-4}\) eV cm,

\[
\varepsilon=(1.2398\times10^{-4}\ \mathrm{eV\,cm})(3400\ \mathrm{cm^{-1}})=0.4215\ \mathrm{eV}.
\]

This energy is present at the minimum and has no counterpart at the saddle, where the stretch no longer vibrates. The starting level is raised and the barrier is lowered, by an amount of order 0.4 eV. Scaling leaves the numerical factor open.

It also says when the harmonic picture should work. Let the barrier height grow while the curvatures and the shape of the path stay fixed. A potential of height \(V_b\) and length \(a\) has curvature of order \(V_b/a^2\), so \(a\propto V_b^{1/2}\). The cubic coefficient at the minimum then goes as \(V_b/a^3\propto V_b^{-1/2}\), and the quartic one as \(V_b/a^4\propto V_b^{-1}\). The cubic term is odd in \(q\) and has no average in the ground state, so it first acts in second order. Both terms therefore shift the ground level by an amount proportional to \(1/V_b\) at leading order.

## Exact solution of the harmonic problem

**The ground level of one mode.** For \(H=p^2/2m+\tfrac12m\omega^2q^2\), use the fact that the norm of \((m\omega q+ip)\psi\) cannot be negative:

\[
0\le\langle(m\omega q-ip)(m\omega q+ip)\rangle
=\langle m^2\omega^2q^2+p^2+im\omega(qp-pq)\rangle .
\]

Since \(qp-pq=i\hbar\), the last term is \(-m\omega\hbar\). Division by \(2m\) gives

\[
\langle H\rangle\ge\tfrac12\hbar\omega .
\]

Equality needs \((m\omega q+ip)\psi=0\). With \(p=-i\hbar\,d/dq\) this is \(\hbar\psi'=-m\omega q\,\psi\), whose solution \(\psi\propto e^{-m\omega q^2/2\hbar}\) can be normalized. The ground energy is therefore \(\hbar\omega/2\), and the factor that scaling left open is one half.

**The minimum.** In normal coordinates the harmonic Hamiltonian is a sum of independent oscillators, so their ground energies add:

\[
E_{\min}=V_{\min}+\frac{hc}{2}\left(\tilde\nu_s+\sum_{j}\tilde\nu_j\right),
\]

where \(j\) runs over the modes other than the stretch.

**The saddle.** Along the reaction coordinate the potential is \(-\tfrac12K_bq^2\). It holds no bound state and has no lowest level, so there is no zero-point energy to assign to it. The imaginary wavenumber records the downward curvature and does not enter the sum. The other modes are still oscillators, with wavenumbers \(\tilde\nu_j'\). With all of them in their ground states and no kinetic energy along the reaction coordinate, the energy at the top is

\[
E_{\mathrm{sad}}=V_{\mathrm{sad}}+\frac{hc}{2}\sum_j\tilde\nu_j' .
\]

**The difference.** Subtracting gives the zero-point corrected barrier

\[
V_0=E_{\mathrm{sad}}-E_{\min}
=V_b-\frac{hc\tilde\nu_s}{2}+\frac{hc}{2}\sum_j(\tilde\nu_j'-\tilde\nu_j).
\]

The last sum vanishes when the other modes are unchanged, and

\[
V_0=V_b-\frac{hc\tilde\nu_s}{2}=V_b-\frac{0.4215\ \mathrm{eV}}{2}=V_b-0.211\ \mathrm{eV}.
\]

The barrier is lowered by about 0.21 eV. Neither \(V_b\) nor the saddle curvature enters this number. For \(V_b=1.000\) eV the corrected barrier is 0.789 eV.

The full sums show the bookkeeping. At the minimum the zero-point energy is \(hc(3400+900+700)/2=0.3100\) eV; at the saddle it is \(hc(900+700)/2=0.0992\) eV. The difference is 0.2108 eV. The same two sums result when the modes are found by diagonalizing the numerical second derivatives of a three-dimensional potential with these curvatures.

It matters which mode is lost. If the hydrogen instead swung around its own oxygen atom, so that the 900 \(\mathrm{cm^{-1}}\) bend became the reaction coordinate and the stretch survived unchanged, the same formula would give \(hc(900)/2=0.056\) eV.

## Comparison of the two results

The scaling estimate, 0.42 eV, is twice the harmonic result, 0.21 eV. It has the right sign and the right dependence on spring constant and mass, and it lacks the factor one half.

Its second prediction concerns the anharmonic error, which can be examined on a definite path. Take

\[
V(x)=V_b(1-u^2)^2(1+cu^2),\qquad u=x/a,
\]

with minima at \(u=\pm1\) and the saddle at \(u=0\). Near the saddle \((1-u^2)^2\approx1-2u^2\), so \(V\approx V_b[1+(c-2)u^2]\) and

\[
V''(0)=-\frac{2V_b(2-c)}{a^2}.
\]

Near a minimum put \(u=1+s\). Then \(1-u^2\approx-2s\), so \(V\approx4V_b(1+c)s^2\) and

\[
V''(a)=\frac{8V_b(1+c)}{a^2}.
\]

For a fixed mass, the ratio of the curvature magnitudes is the squared ratio of the wavenumbers:

\[
r=\left(\frac{1000}{3400}\right)^2=0.0865=\frac{2-c}{4(1+c)} .
\]

Multiplying out, \(4r+4rc=2-c\), so \(c=(2-4r)/(1+4r)=1.229\). Setting \(V''(a)=m\omega_s^2\) then fixes \(a\); for \(V_b=1\) eV the minima are \(2a=0.129\) nm apart.

Numerical diagonalization along this path gives a ground level, taken as the mean of the lowest tunnelling doublet, at 0.2025 eV above the minimum. That is 8.3 meV below the harmonic 0.2108 eV, an error of about 4 percent of the lowering. With the curvatures held fixed, the shift is \(-2.02\) meV for a 4 eV barrier and \(-0.50\) meV for a 16 eV barrier. Each fourfold increase in height reduces it by a factor close to four, as the scaling argument requires.

## The hop rate

A barrier lower by 0.21 eV suggests a rate larger by \(\exp(0.2108\ \mathrm{eV}/k_BT)\). At 600 K, where \(k_BT=0.0517\) eV, this factor is 58.9. It is not the gain over the classical rate, because the prefactor changes too.

Harmonic transition-state theory gives the rate as

\[
\Gamma=\frac{k_BT}{h}\,\frac{Q_{\mathrm{sad}}}{Q_{\min}}\,e^{-V_b/k_BT},
\]

where \(Q_{\min}\) is the partition function of all modes at the minimum and \(Q_{\mathrm{sad}}\) that of all modes at the saddle except the reaction coordinate. Each is measured from the potential energy at its own point. Unchanged modes cancel, whether treated classically or quantum mechanically, and \(1/Q_s\) of the stretch remains.

Let \(x_T=\varepsilon/k_BT\). The quantum partition function is a geometric series:

\[
Q_s^{\mathrm{qu}}=\sum_{n=0}^{\infty}e^{-(n+1/2)x_T}
=\frac{e^{-x_T/2}}{1-e^{-x_T}}=\frac{1}{2\sinh(x_T/2)} .
\]

The classical one is the phase-space integral, a product of two Gaussians:

\[
Q_s^{\mathrm{cl}}=\frac1h\sqrt{2\pi mk_BT}\,\sqrt{\frac{2\pi k_BT}{m\omega_s^2}}
=\frac{2\pi k_BT}{h\omega_s}=\frac1{x_T}.
\]

The classical rate is thus \((k_BT/h)\,x_T\,e^{-V_b/k_BT}=c_0\tilde\nu_s\,e^{-V_b/k_BT}\), with \(c_0\) the speed of light: the stretch frequency times a Boltzmann factor. The gain is

\[
\frac{\Gamma_{\mathrm{qu}}}{\Gamma_{\mathrm{cl}}}=\frac{2\sinh(x_T/2)}{x_T}.
\]

For \(x_T\gg1\) this becomes \(e^{x_T/2}/x_T\). The exponential is the lowered barrier. The division by \(x_T\) arises because the prefactor has fallen from the stretch frequency to \(k_BT/h\). For \(x_T\ll1\) the series of the hyperbolic sine gives \(1+x_T^2/24\), so at high temperature the gain disappears although \(V_0\) is still below \(V_b\).

At 600 K, \(x_T=0.4215/0.0517=8.15\), and the gain is \(58.9/8.15=7.23\). The rate rises from \(4.06\times10^5\) to \(2.94\times10^6\ \mathrm{s^{-1}}\). At 300 K, \(x_T=16.31\), the exponential is \(3.47\times10^3\), and the gain is 213.

The Arrhenius slope is \(E_a=-d\ln\Gamma/d\beta\), with \(\beta=1/k_BT\). Since

\[
\ln\frac{\Gamma_{\mathrm{qu}}}{\Gamma_{\mathrm{cl}}}
=\ln\!\left[2\sinh\frac{\beta\varepsilon}{2}\right]-\ln(\beta\varepsilon),
\]

differentiation gives

\[
E_a^{\mathrm{cl}}-E_a^{\mathrm{qu}}
=\frac{\varepsilon}{2}\coth\frac{\beta\varepsilon}{2}-k_BT .
\]

At both temperatures the hyperbolic cotangent is 1 to within 0.1 percent. In this over-barrier theory, which leaves out tunnelling, the slope falls by \(0.211-0.052=0.159\) eV at 600 K and by \(0.211-0.026=0.185\) eV at 300 K. As \(T\to0\) this transition-state expression tends to \(\varepsilon/2\), the full 0.21 eV; at high temperature it tends to zero.

## When the assumptions fail

**Bends that change.** The general barrier formula shows that each mode that stiffens by \(\Delta\tilde\nu\) at the saddle gives back \(hc\Delta\tilde\nu/2\). If both bends stiffen by an assumed 200 \(\mathrm{cm^{-1}}\), the loss is \(2\times hc(200)/2=0.025\) eV. The lowering becomes 0.186 eV, about 12 percent less than before. Bends that soften would increase it.

**A measured wavenumber.** A spectrum shows the step from the ground level to the first excited level, which differs from the harmonic wavenumber. For a Morse bond the levels are

\[
\frac{E_n}{hc}=\tilde\omega_e\left(n+\tfrac12\right)-X\left(n+\tfrac12\right)^2,
\]

where \(\tilde\omega_e\) is the harmonic wavenumber and \(X\) the anharmonicity. The measured step is \(\tilde\nu=\tilde\omega_e-X(\tfrac94-\tfrac14)=\tilde\omega_e-2X\). The ground energy is then

\[
\frac{E_0}{hc}=\frac{\tilde\omega_e}{2}-\frac X4
=\frac{\tilde\nu+2X}{2}-\frac X4=\frac{\tilde\nu}{2}+\frac{3X}{4}.
\]

If 3400 \(\mathrm{cm^{-1}}\) is the measured step and \(X\) is roughly 85 \(\mathrm{cm^{-1}}\), this is \(1700+64=1764\ \mathrm{cm^{-1}}\), or 0.219 eV, which is 0.008 eV more than the harmonic value.

The double well above is more anharmonic. Its harmonic wavenumber is 3400 \(\mathrm{cm^{-1}}\), but its first step is 2917 \(\mathrm{cm^{-1}}\). Half of that step is 0.181 eV, while the true ground level lies at 0.2025 eV. In this potential half the harmonic quantum is the better estimate of the two. The 8.3 meV by which the ground level lies lower also enters the rate, through the factor \(e^{-0.0083\ \mathrm{eV}/k_BT}\): measured against the same classical rate, the gain falls from 7.23 to about 6.2 at 600 K and from 213 to about 155 at 300 K, and each slope drop shrinks by 0.008 eV.

**Tunnelling.** Transition-state theory lets the atom cross only above the barrier top. Let \(P(E)\) be the probability of transmission through the path barrier at energy \(E\) above the potential minimum, and \(E_0\) the ground level along the path. A thermal average gives the correction factor

\[
\kappa=\int_{E_0}^{\infty}P(E)\,e^{(V_b-E)/k_BT}\,\frac{dE}{k_BT}.
\]

If \(P\) were 0 below \(V_b\) and 1 above it, \(\kappa\) would be 1. Numerical scattering through the barrier gives \(\kappa=1.28\) at 600 K, with 37 percent of the flow passing below the top. At 300 K it gives \(\kappa=7.8\) and 91 percent. Expressed as an energy, \(k_BT\ln\kappa\) is 0.013 eV at 600 K and 0.053 eV at 300 K. The Arrhenius slope changes by more than this, because \(\kappa\) itself grows on cooling: tunnelling lowers the slope by a further \(d\ln\kappa/d\beta\), which is 0.03 eV at 600 K and about 0.3 eV at 300 K.

Tunnelling is thus a modest correction to the rate at the annealing temperature. At 300 K most of the flow in this model goes through the barrier, and over-barrier theory alone no longer describes the hop. These factors are estimates: they treat the energies in the well as continuous, although it has only three pairs of levels below the barrier top, and they keep the lattice rigid. The small excess of \(\kappa\) over 1 at 600 K, and the 37 percent found there, are therefore not firm. A semiclassical sum over the three pairs, each weighted by its own vibration frequency, with a continuum joined on near the top, gives \(\kappa\) between 0.9 and 1.1 at 600 K, depending on where the continuum starts. At 300 K it gives \(\kappa\) between 8 and 9, but a further slope drop of about 0.4 eV instead of 0.3 eV. At 300 K the factors also depend on the shape assumed for the path. A barrier \(V_b/\cosh^2(x/w)\), with \(w\) chosen to give the same curvature at the saddle, yields \(\kappa=3.2\) there instead of 7.8, and a further slope drop of 0.08 eV instead of 0.3 eV. At 600 K the two shapes nearly agree. The tunnelling factors multiply the rate and leave the zero-point difference of 0.21 eV unchanged.

## The model beside a real film

The parameters are rough values for hydrogen bound to oxygen in an amorphous oxide semiconductor. The barrier of 1.0 eV is a rough choice, and the rates above inherit its uncertainty: at 600 K a change of 0.1 eV in \(V_b\) alters them by a factor \(e^{0.1/0.0517}\approx7\). The zero-point lowering does not depend on that choice in the harmonic approximation. In a disordered film the stretch differs from site to site, and an assumed spread of 200 \(\mathrm{cm^{-1}}\) spreads the lowering by 0.012 eV. The assumption that the other modes stay unchanged is open to doubt, since at the saddle the hydrogen is held between two oxygen atoms instead of by one. The stiffening assumed above moves the result by 0.025 eV; the actual change has to come from a calculation of the modes at both points. The lattice also relaxes during a hop, which can alter the barrier and the tunnelling, and the model does not size that effect.

The numerical output below lists most of the values used here. The effect of tunnelling on the slope, the value of \(\kappa\) for the second barrier shape and the sum over discrete levels come from evaluating \(\kappa\) again; the other values follow by short arithmetic.

## Values computed for the example and the checks

```
Stretch wavenumber: 3400 cm^-1
Stretch quantum: 0.4215 eV
Zero-point lowering of barrier: 0.2108 eV
Bend wavenumbers: 900 and 700 cm^-1
Saddle wavenumber from Hessian: 1000.0i cm^-1
Zero-point energy at minimum: 0.3100 eV
Zero-point energy at saddle: 0.0992 eV
Difference from Hessians: 0.2108 eV
Classical barrier: 1.000 eV
Zero-point corrected barrier: 0.789 eV
Hop length between minima: 0.129 nm
Path shape constant c: 1.229 (no unit)
True ground level in double well: 0.2025 eV
Its shift from harmonic value: -8.3 meV
Same shift, 4 eV barrier: -2.02 meV
Same shift, 16 eV barrier: -0.50 meV
Fundamental in double well: 2917 cm^-1
Morse anharmonicity (rough): 85 cm^-1
Morse ZPE if 3400 is the fundamental: 0.2187 eV
Assumed stiffening of each bend: 200 cm^-1
Lowering given back by both bends: 0.0248 eV
Lowering with stiffened bends: 0.1860 eV
Assumed site spread of stretch: 200 cm^-1
Resulting spread of lowering: 0.0124 eV
600 K: kT: 0.0517 eV
600 K: quantum/kT: 8.15 (no unit)
600 K: exp(lowering/kT): 58.9 (no unit)
600 K: rate gain over classical: 7.23 (no unit)
600 K: drop of Arrhenius slope: 0.1592 eV
600 K: classical hop rate: 4.06e+05 s^-1
600 K: hop rate with ZPE: 2.94e+06 s^-1
600 K: tunnelling factor: 1.28 (no unit)
600 K: kT ln(tunnelling factor): 0.0127 eV
600 K: flow below barrier top: 37 percent
300 K: kT: 0.0259 eV
300 K: quantum/kT: 16.31 (no unit)
300 K: exp(lowering/kT): 3.47e+03 (no unit)
300 K: rate gain over classical: 213 (no unit)
300 K: drop of Arrhenius slope: 0.1849 eV
300 K: classical hop rate: 1.62e-03 s^-1
300 K: hop rate with ZPE: 3.45e-01 s^-1
300 K: tunnelling factor: 7.79 (no unit)
300 K: kT ln(tunnelling factor): 0.0531 eV
300 K: flow below barrier top: 91 percent
```
